\section*{Steady current of one-way hard-core hopping on a finite ring}

\section{Problem}

A ring has $L\ge 2$ sites, numbered $1,\dots,L$, with site $L+1$ identified with site $1$. It carries $n$ particles, $1\le n\le L-1$, and no site holds more than one. In continuous time each particle attempts to hop from its site $i$ to site $i+1$ at rate $p$. The hop takes place if site $i+1$ is empty; otherwise nothing happens. There are no backward hops, all bonds are alike, and the particles have no interaction beyond the exclusion.

Let $\tau_i=1$ if site $i$ is occupied and $\tau_i=0$ if it is empty, and let $\rho=n/L$. The current $J$ is the mean number of hops per unit time across one bond. Mean-field theory replaces the mean of a product of occupations on different sites by the product of their means, which gives
\begin{equation}
J_{\mathrm{mf}}=p\,\rho(1-\rho).
\label{mf}
\end{equation}
Find the steady current for arbitrary $L$ and $n$, and its deviation from $J_{\mathrm{mf}}$. Evaluate both for $L=10$, $n=4$ and $p=2\ \mathrm{s^{-1}}$.

\section{A tempting solution}

The following argument looks complete. All sites are equivalent, so each is occupied with probability $\rho$. The particles neither attract nor repel one another beyond the exclusion, so no arrangement of them is preferred, and all arrangements are equally likely. If no arrangement is preferred, the occupation of one site says nothing about that of the next. The probability of finding site $i$ occupied and site $i+1$ empty is then $\rho(1-\rho)$. Multiplication by $p$ gives equation~(\ref{mf}) for every $L$, with no finite-size deviation. For the given numbers the current would be
\begin{equation}
2\times0.4\times0.6\ \mathrm{s^{-1}}=0.48\ \mathrm{s^{-1}} .
\end{equation}

\section{Where the argument fails}

A single particle exposes the error. With $n=1$ the site ahead is never occupied, so the particle hops at rate $p$ without interruption. Each hop crosses one of $L$ equivalent bonds, and the current per bond is $p/L$. The tempting solution gives instead
\begin{equation}
p\,\frac1L\left(1-\frac1L\right),
\end{equation}
which is smaller by the factor $1-1/L$. It allows the lone particle to be blocked with probability $1/L$, although there is no other particle to block it.

The faulty step is the passage from equal likelihood to independence. The arrangements that are equally likely all contain the same number $n$ of particles. If site $i$ is known to be occupied, $n-1$ particles remain for the other $L-1$ sites, and each of these is occupied with probability $(n-1)/(L-1)$. This is less than $n/L$, because
\begin{equation}
\frac nL-\frac{n-1}{L-1}
=\frac{n(L-1)-L(n-1)}{L(L-1)}
=\frac{L-n}{L(L-1)}>0 .
\end{equation}
The site ahead of a particle is therefore empty more often than mean-field theory supposes.

The equal likelihood itself was also asserted without proof. The system is driven and carries a current, so it is not in equilibrium, and the absence of an interaction energy does not settle the weights. They have to follow from the hopping rules.

\section{Right solution}

\subsection{The current as an average}

A hop from $i$ to $i+1$ occurs at rate $p$ when $\tau_i=1$ and $\tau_{i+1}=0$, that is, when $\tau_i(1-\tau_{i+1})=1$. The current across this bond is
\begin{equation}
J_i=p\,\langle\tau_i(1-\tau_{i+1})\rangle .
\label{J}
\end{equation}
The occupation of site $i$ rises by one when a particle arrives from $i-1$ and falls by one when a particle leaves for $i+1$, so
\begin{equation}
\frac{d\langle\tau_i\rangle}{dt}=J_{i-1}-J_i .
\end{equation}
In a steady state the left side vanishes, and all bonds carry the same current $J$.

\subsection{Equal weights are stationary}

Let $P(C)$ be the probability of configuration $C$. Call a pair of neighbouring sites $(i,i+1)$ a 10 pair if the first is occupied and the second empty, and a 01 pair in the opposite case. Let $N_{10}(C)$ and $N_{01}(C)$ be their numbers, counted over all $L$ bonds.

Each 10 pair allows one hop out of $C$, so the total exit rate is $pN_{10}(C)$. A hop from $i$ to $i+1$ that ends in $C$ leaves site $i$ empty and site $i+1$ occupied, which is a 01 pair of $C$. Conversely, each 01 pair of $C$ defines one predecessor, obtained by moving the particle back from $i+1$ to $i$. The master equation is therefore
\begin{equation}
\frac{dP(C)}{dt}=p\sum_{C'\to C}P(C')-p\,N_{10}(C)\,P(C),
\label{master}
\end{equation}
where the sum has $N_{01}(C)$ terms, one for each 01 pair.

The difference $\tau_i-\tau_{i+1}$ equals $+1$ on a 10 pair, $-1$ on a 01 pair and $0$ on any other pair. Summed around the ring, it gives
\begin{equation}
N_{10}-N_{01}=\sum_{i=1}^{L}(\tau_i-\tau_{i+1})=0,
\label{balance}
\end{equation}
because both terms run over the same $L$ sites. Now give every configuration the weight $1/\Omega$, with $\Omega=\binom Ln$. The right side of equation~(\ref{master}) becomes $p(N_{01}-N_{10})/\Omega=0$. Equal weights are stationary.

They do not describe an equilibrium. A forward hop has rate $p$ and its reverse has rate zero, so for $L\ge3$ the flows between two configurations do not cancel in pairs. (For $L=2$ the two configurations feed each other across the two different bonds.) What cancels is the total flow into and out of each configuration.

\subsection{No other steady state exists}

Let $P$ be any stationary distribution. Setting the left side of equation~(\ref{master}) to zero and using $N_{10}=N_{01}$ gives
\begin{equation}
P(C)=\frac{1}{N_{01}(C)}\sum_{C'\to C}P(C').
\label{average}
\end{equation}
The division is allowed, since a ring that is neither empty nor full has at least one 01 pair. Equation~(\ref{average}) says that $P(C)$ is the plain average of $P$ over the predecessors of $C$.

Take a configuration where $P$ has its largest value. An average can equal the largest value only if every term does, so all predecessors share this value, and so do their predecessors. To pass to a predecessor is to move one particle one site backward. By such moves any configuration can be packed onto sites $1,\dots,n$: the particle with the lowest site number is moved back to site $1$, the next to site $2$, and so on. The packed configuration therefore has the largest value of $P$. The same argument, begun where $P$ is smallest, shows that the packed configuration also has the smallest value. The two values coincide, $P$ is constant, and the steady state is unique.

\subsection{Counting}

With equal weights, the average in equation~(\ref{J}) is the fraction of configurations in which site $i$ is occupied and site $i+1$ is empty. Once these two sites are fixed, the remaining $n-1$ particles are distributed over $L-2$ sites:
\begin{align}
\langle\tau_i(1-\tau_{i+1})\rangle
&=\binom{L-2}{n-1}\Big/\binom Ln \nonumber\\
&=\frac{(L-2)!}{(n-1)!\,(L-n-1)!}\;\frac{n!\,(L-n)!}{L!}\nonumber\\
&=\frac{n(L-n)}{L(L-1)} .
\label{pair}
\end{align}
The last line uses $n!/(n-1)!=n$, $(L-n)!/(L-n-1)!=L-n$ and $L!/(L-2)!=L(L-1)$. The steady current is
\begin{equation}
\boxed{J=p\,\frac{n(L-n)}{L(L-1)}}
\label{result}
\end{equation}
The mean-field current is $J_{\mathrm{mf}}=p\,n(L-n)/L^2$, so that
\begin{equation}
\frac{J}{J_{\mathrm{mf}}}=\frac{L}{L-1},\qquad
J-J_{\mathrm{mf}}=\left(\frac{L}{L-1}-1\right)J_{\mathrm{mf}}
=\frac{p\,\rho(1-\rho)}{L-1}.
\label{deviation}
\end{equation}
The finite ring carries more current than mean-field theory predicts. Relative to $J_{\mathrm{mf}}$ the excess is $1/(L-1)$, whatever the density.

\section{Limits and origin of the deviation}

\subsection{Few particles, few holes, large rings}

The $n$ particles together make $JL$ hops per unit time, so the mean speed of one particle, in sites per unit time, is
\begin{equation}
v=\frac{JL}{n}=p\,\frac{L-n}{L-1}.
\end{equation}
The fraction is the probability that the site ahead is empty: $L-n$ holes are shared among the $L-1$ sites not occupied by the particle itself. For $n=1$ it equals one and $v=p$, as the single-particle argument requires. For $n=L-1$ there is one hole, and one particle can move at any moment. The total hop rate is then $p$, and $J=p/L$ again. This is an instance of the symmetry of equation~(\ref{result}) under $n\to L-n$: each particle hop forward is a hole hop backward.

Writing $n(L-n)=L^2/4-(n-L/2)^2$ shows that, for even $L$, the current is largest at half filling, where $J=pL/[4(L-1)]$. When $L$ grows at fixed $\rho$, this tends to the mean-field value $p/4$, and at any density equation~(\ref{deviation}) gives $J\to J_{\mathrm{mf}}$.

\subsection{The fixed particle number}

Define the covariance $c_{ij}=\langle\tau_i\tau_j\rangle-\rho^2$. For neighbours,
\begin{equation}
\langle\tau_i(1-\tau_{i+1})\rangle=\rho-\langle\tau_i\tau_{i+1}\rangle
=\rho(1-\rho)-c_{i,i+1},
\end{equation}
so $J-J_{\mathrm{mf}}=-p\,c_{i,i+1}$. The covariance follows from the fixed total $\sum_j\tau_j=n$. A fixed number has no covariance with anything, hence $\sum_jc_{ij}=0$. The term $j=i$ is the variance $\rho(1-\rho)$, because $\tau_i^2=\tau_i$. Under equal weights any two different sites are as good as any other two, so the remaining $L-1$ terms are equal, and
\begin{equation}
c_{ij}=-\frac{\rho(1-\rho)}{L-1}\qquad(i\ne j).
\label{cov}
\end{equation}
This reproduces equation~(\ref{deviation}). The covariance does not decay with distance. It is not a local ordering of the particles, but the mark of a conserved total spread evenly over the ring.

The same conclusion follows if the constraint is lifted. Consider many rings, each filled by occupying every site independently with probability $\rho$. The particle number then varies from ring to ring, with mean $L\rho$ and variance $L\rho(1-\rho)$, so
\begin{align}
\overline{n(L-n)}&=L\,\overline n-\overline{n^2}
=L^2\rho-\left[L\rho(1-\rho)+L^2\rho^2\right]\nonumber\\
&=L^2\rho(1-\rho)-L\rho(1-\rho)=L(L-1)\,\rho(1-\rho).
\end{align}
Equation~(\ref{result}) also holds for empty and full rings, where both sides vanish, and its average over the rings is $p\rho(1-\rho)$. The mean-field product is thus the correct current, at any $L$, for rings with this spread of particle numbers. It is wrong for a ring whose particle number is known.

\section{The numerical case}

For $L=10$, $n=4$ and $p=2\ \mathrm{s^{-1}}$, equation~(\ref{result}) gives
\begin{equation}
J=2\times\frac{4\times6}{10\times9}\ \mathrm{s^{-1}}=0.5333\ \mathrm{s^{-1}},
\end{equation}
against $J_{\mathrm{mf}}=0.4800\ \mathrm{s^{-1}}$. The excess is $0.0533\ \mathrm{s^{-1}}$, or $11.1\,\%$ of the mean-field value. The mean particle speed is $0.5333\times10/4=1.333$ sites per second. The covariance of two different sites is $-0.24/9=-0.0267$, and $-p$ times this number is again the excess.

The current can also be counted by hand. A particle is movable if it stands at the front of an unbroken cluster, so a configuration with $m$ clusters has $m$ movable particles. To count such configurations, mark one cluster and choose its first site in $L$ ways. Then split the $n$ particles into $m$ successive clusters, in $\binom{n-1}{m-1}$ ways, and the $L-n$ holes into $m$ gaps, in $\binom{L-n-1}{m-1}$ ways. Each configuration has been obtained $m$ times, once for each choice of the marked cluster, so the number is
\begin{equation}
\Omega_m=\frac Lm\binom{n-1}{m-1}\binom{L-n-1}{m-1}.
\end{equation}
For $m=1,2,3,4$ this gives $10$, $75$, $100$ and $25$ configurations, together $210=\binom{10}{4}$. The mean number of movable particles is
\begin{equation}
\frac{1\times10+2\times75+3\times100+4\times25}{210}=\frac{560}{210}=2.667,
\end{equation}
and $J=2\times2.667/10\ \mathrm{s^{-1}}=0.533\ \mathrm{s^{-1}}$.

A kinetic Monte Carlo run of the same ring uses the hopping rules alone. With $m$ movable particles, the waiting time is drawn from an exponential distribution of rate $pm$, and one of the $m$ particles, chosen at random, hops. After a discarded initial stretch, $400\,000$ hops were divided into 50 blocks of equal length, and in each block the number of hops was divided by $L$ and by the elapsed time. The mean over the blocks is $0.5327\pm0.0010\ \mathrm{s^{-1}}$, where the uncertainty is one standard error, obtained from the scatter of the blocks. Equation~(\ref{result}) lies within this error, while the mean-field value is about 53 standard errors away.

At $\rho=0.4$ and the same $p$, the approach to mean field is slow:
\begin{center}
\begin{tabular}{rcc}
$L$ & $J$ ($\mathrm{s^{-1}}$) & excess over $J_{\mathrm{mf}}$\\
5 & 0.6000 & 25.0\,\%\\
10 & 0.5333 & 11.1\,\%\\
20 & 0.5053 & 5.3\,\%\\
50 & 0.4898 & 2.0\,\%\\
100 & 0.4848 & 1.01\,\%
\end{tabular}
\end{center}
An excess of at most $1\,\%$ requires $L-1\ge100$, hence $L\ge101$; at $\rho=0.4$, where $L$ must be a multiple of 5, the smallest such ring has $L=105$. A longer simulation at fixed $L$ reduces the statistical error but leaves this excess in place. For the present model, the current of an infinite system at the same density is obtained from a periodic cell by multiplying the cell's current by $(L-1)/L$.

\section{Conditions for the result}

The numbers above describe a lattice model and stand for no particular material. Four changes to its rules, each applied alone to the ring with $L=10$, $n=4$ and $p=2\ \mathrm{s^{-1}}$, show which assumptions matter.

\textit{Backward hops.} Let particles also hop backward into empty sites at rate $q$. These hops add a loss $qN_{01}$ and a gain $qN_{10}$ to the balance of equal weights, which cancel by equation~(\ref{balance}). Equal weights survive. By symmetry of the count, a 01 pair is as probable as a 10 pair, and the net current is equation~(\ref{result}) with $p$ replaced by $p-q$. For $q=0.10\ \mathrm{s^{-1}}$ it is $0.5067\ \mathrm{s^{-1}}$, a fall of $5\,\%$. If the rates obey $q/p=e^{-\Delta/k_BT}$, where $\Delta$ is the energy released in a forward hop, this ratio of $0.05$ corresponds to $\Delta\approx3k_BT$. One-way hopping is thus the limit of a strong drive.

\textit{One slow bond.} Let one bond have half the hop rate. The steady current must be the same through all bonds, so a 10 pair must be twice as probable on the slow bond as on any other. Equal weights make it equally probable everywhere and cannot be stationary. The numerical solution of the master equation gives $J=0.4677\ \mathrm{s^{-1}}$, which is $12.3\,\%$ below the uniform ring and also below $J_{\mathrm{mf}}$. A single defect of this strength outweighs the finite-size excess. A weaker one need not: with the factor $0.6$ in place of $0.5$ the current is $0.4914\ \mathrm{s^{-1}}$, still above $J_{\mathrm{mf}}$.

\textit{Repulsion.} Let the hop rate be $1.5p$ when the site behind the particle is occupied. The packed configuration then has exit rate $1.5p$. Its one predecessor has the rear particle one site further back, with an empty site behind it, and feeds the packed configuration at rate $p$. Equal weights fail again. If they were kept regardless, the pattern 110 would have probability $\binom72/210=0.1$, and the current would be $2\times(0.2667+0.5\times0.1)\ \mathrm{s^{-1}}=0.633\ \mathrm{s^{-1}}$. The master equation gives $0.667\ \mathrm{s^{-1}}$, or $25\,\%$ above the original ring. The remaining $0.034\ \mathrm{s^{-1}}$ comes from the changed weights. This rule keeps only one side of a repulsion, the push from behind. A repulsion also slows a hop towards a particle two sites ahead. If the rate is divided by $1.5$ in that case and there is no push, the current falls to $0.498\ \mathrm{s^{-1}}$; with both factors applied it is $0.595\ \mathrm{s^{-1}}$. The size and the sign of the change thus depend on how the interaction enters the rates. For mobile ions, whose mutual repulsion is not confined to exclusion, equation~(\ref{result}) should therefore not be used without examining the interaction.

\textit{Simultaneous updating.} Let time advance in steps, and let every movable particle hop with probability $u=1/2$ in each step. The packed configuration is reached from itself with probability $1/2$, when its front particle stays. It is also reached from the configuration whose rear particle lags by one site, with probability $1/4$, when the rear particle hops and the front one stays. These probabilities add up to $3/4$, whereas stationarity of equal weights would require $1$. The computed current is $0.1520$ per step, $14\,\%$ above the $0.1333$ that equal weights would give. Equation~(\ref{result}) holds in continuous time. It also holds in a discrete update that tries one randomly chosen site per step, if $p$ is read as the hop probability per attempt and $L$ steps are counted as one unit of time. It does not hold if one randomly chosen movable particle is moved in each step of fixed length. Each predecessor $C'$ then feeds $C$ with probability $1/m(C')$, and the stationary weights are proportional to the number $m$ of movable particles. A simulation that moves all particles at once solves a different problem at finite $u$. For general $u$ the two probabilities above add up to $(1-u)+u(1-u)=1-u^2$, and the excess over the equal-weight current falls to $2.2\,\%$ at $u=0.1$ and $0.2\,\%$ at $u=0.01$.

Of the four changes, only the backward hops leave the weights equal.

\section*{Table of computed values}
\begin{verbatim}
small rings checked: 28 (L = 2 to 8, all n)
largest current error there: 1.8e-15 1/s
example: L = 10 sites, n = 4 particles, p = 2.0 1/s
density rho = 0.40 per site
number of configurations = 210
  with 1 movable particles: 10 configurations
  with 2 movable particles: 75 configurations
  with 3 movable particles: 100 configurations
  with 4 movable particles: 25 configurations
mean number of movable particles = 2.66667
J, formula = 0.53333 1/s
J, master equation = 0.53333 1/s
J, Monte Carlo = 0.53274 +- 0.00100 1/s
Monte Carlo hops used = 400000
J, mean field = 0.48000 1/s
excess over mean field = 0.05333 1/s
relative excess = 11.111 %
mean particle speed = 1.33333 sites/s
occupation variance = 0.24000
covariance, distance 1 = -0.02667
covariance, distance 5 = -0.02667
approach to mean field at rho = 0.4, p as above:
  L = 5: J = 0.60000 1/s, excess = 25.000 %
  L = 10: J = 0.53333 1/s, excess = 11.111 %
  L = 20: J = 0.50526 1/s, excess = 5.263 %
  L = 50: J = 0.48980 1/s, excess = 2.041 %
  L = 100: J = 0.48485 1/s, excess = 1.010 %
smallest L with excess of at most 1 % = 101
effects outside the model, same ring:
  back hops q = 0.10 1/s: J = 0.50667 1/s, change -5.00 %
  one bond at factor 0.5: J = 0.46772 1/s, change -12.30 %
  push factor 1.5: J = 0.66686 1/s, change 25.04 %
  simultaneous, u = 0.5: J = 0.15197 per step
  equal weights would give 0.13333 per step
  simultaneous/equal-weight - 1 = 13.98 %
\end{verbatim}
